\section*{Does a straight line in 1/n give the polymer gap?}

\section*{Question}

I am using a Hückel model to learn how oligomer gaps approach the polymer gap. My chain has $n$ double bonds, hopping 0.100 hartree within a double bond and 0.080 hartree between neighbouring double bonds. I diagonalized the chains with $n=4,5,6,7,8$ and plotted the HOMO--LUMO gap against $1/n$. The points lie on a straight line with $R^2=0.9999$, and the intercept at $1/n=0$ is 0.0351 hartree.

May I take this intercept as the gap of the infinite chain? If not, what is wrong with so good a fit, and would a fit in $1/n^2$ be better?

\section*{Answer}

No. The infinite chain has a gap of 0.0400 hartree, so your intercept is 12\% too low. For any dimerized chain of this kind, a line in $1/n$ through sufficiently long oligomers falls below the limit. For short oligomers with weak dimerization the error can have the opposite sign. A fit in $1/n^2$ has the right asymptotic power, but on your five points it does worse.

\subsection*{The model and its infinite limit}

Let $t_1>t_2>0$ be the hopping magnitudes within and between double bonds. All site energies are zero, overlap is neglected, and there is one electron per site. The chain is open and has a strong bond at each end. Double bond $j$ has two sites with amplitudes $a_j$ and $b_j$. The hopping matrix elements are negative, but reversing the sign of every $b_j$ makes them positive without changing the energies, so
\begin{align}
E a_j&=t_1b_j+t_2b_{j-1},\\
E b_j&=t_1a_j+t_2a_{j+1},
\end{align}
with $b_0=a_{n+1}=0$, because those sites do not exist.

Reversing the $b_j$ once more turns a solution at $E$ into one at $-E$. The levels therefore come in pairs $\pm E$, the lower $n$ levels are filled, and the gap $G(n)$ is twice the smallest positive $E$.

In the infinite chain, set $a_j=a\,e^{ikj}$ and $b_j=b\,e^{ikj}$. The equations become $Ea=(t_1+t_2e^{-ik})b$ and $Eb=(t_1+t_2e^{ik})a$. Eliminating $b$ gives
\begin{equation}
E^2=t_1^2+t_2^2+2t_1t_2\cos k .
\end{equation}
This is smallest at $k=\pi$, where $|E|=t_1-t_2$. With $d=t_1-t_2$, the infinite-chain gap is
\begin{equation}
\Delta=2d=2(0.100-0.080)=0.040\ \text{hartree}=1.09\ \text{eV}.
\end{equation}

\subsection*{The gap of a finite chain}

Measure the wave number from the band edge by $k=\pi-q$. Since $\cos k=-\cos q$ and $1-\cos q=2\sin^2(q/2)$,
\begin{equation}
E^2=d^2+2t_1t_2(1-\cos q)=d^2+4t_1t_2\sin^2(q/2).
\label{eq:band}
\end{equation}

The choice $b_j=\sin(jk)$ satisfies $b_0=0$. The first amplitude equation then gives $Ea_j=t_1\sin(jk)+t_2\sin((j-1)k)$. Putting this into the second, multiplied by $E$, and using $\sin((j-1)k)+\sin((j+1)k)=2\cos k\sin(jk)$ reproduces the band energy, so both equations hold. The remaining condition $a_{n+1}=0$ reads
\begin{equation}
t_1\sin((n+1)k)+t_2\sin(nk)=0 .
\end{equation}
For integer $m$, $\sin(m(\pi-q))=-(-1)^m\sin(mq)$. The two terms thus acquire opposite signs, and
\begin{equation}
t_1\sin((n+1)q)=t_2\sin(nq).
\label{eq:quant}
\end{equation}

To see that no level is missed, call the left side minus the right side $f(q)$. Near $q=0$, $f\approx[(n+1)t_1-nt_2]q>0$. At $q=m\pi/(n+1)$ its value is $(-1)^mt_2\sin(m\pi/(n+1))$, which alternates in sign for $m=1,\dots,n$. Hence there are $n$ roots between 0 and $\pi$, each giving a pair $\pm E$: all $2n$ levels. The energy grows with $q$, so the gap belongs to the smallest root, which lies below $\pi/(n+1)$.

For long chains write $(n+1)q=\pi-\varepsilon$. Then $nq=\pi-\varepsilon-q$, and Eq.~\eqref{eq:quant} becomes $t_1\sin\varepsilon=t_2\sin(\varepsilon+q)$. As $q\to0$ this forces $\sin\varepsilon\to0$. The alternative $\varepsilon\to\pi$ would mean $(n+1)q\to0$, where $f$ is positive and has no root, so $\varepsilon\to0$. Linearizing the sines,
\begin{equation}
t_1\varepsilon=t_2(\varepsilon+q)+O(q^3)
\quad\Rightarrow\quad
\varepsilon=\frac{t_2}{d}\,q+O(q^3).
\end{equation}
Insert this into $(n+1)q+\varepsilon=\pi$ and use $1+t_2/d=t_1/d$:
\begin{equation}
q=\frac{\pi}{n+\xi}+O(n^{-4}),\qquad \xi=\frac{t_1}{d}.
\end{equation}
Finally, $4\sin^2(q/2)=q^2+O(q^4)$, and expanding the square root gives
\begin{align}
G(n)&=2\sqrt{d^2+t_1t_2q^2+O(q^4)}
=2d+\frac{t_1t_2}{d}q^2+O(q^4)\nonumber\\
&=\Delta+\frac{c}{(n+\xi)^2}+O(n^{-4}),
\qquad c=\frac{\pi^2t_1t_2}{d}.
\label{eq:law}
\end{align}

There is no $1/n$ term. The band edge is parabolic, and confinement to a length proportional to $n$ costs an energy proportional to $1/n^2$, as for a particle in a box. For your chain $\xi=5$ and $c=3.95$ hartree. Diagonalization at $n=2000$ gives the same coefficient to three figures.

The strong end bonds matter. If $t_1<t_2$, a long chain has end states: at $E=0$ the second amplitude equation gives $a_{j+1}=-(t_1/t_2)a_j$, which decays away from the left end, and the right end has its mirror image. The left state lives only on $a$ sites and the right one only on $b$ sites. Each misses the boundary condition at the far end only by an amplitude of order $(t_1/t_2)^n$, so their splitting falls exponentially with length. With your two hoppings exchanged, the $n=40$ chain has a gap of only $1\times10^{-5}$ hartree. Its HOMO--LUMO gap does not approach the band gap at all.

\subsection*{What the linear fit does}

Take two chains, $n_1<n_2$, and the line $A+S/n$ through their gaps. Multiplying each condition by its chain length gives
\begin{equation}
n_1A+S=n_1G(n_1),\qquad n_2A+S=n_2G(n_2).
\end{equation}
Subtract the first from the second to remove $S$, divide by $n_2-n_1$, and subtract $\Delta$:
\begin{equation}
A-\Delta=\frac{P(n_2)-P(n_1)}{n_2-n_1},
\qquad P(n)=n[G(n)-\Delta].
\label{eq:error}
\end{equation}
The line underestimates the limit if and only if $P$ is smaller for the longer chain.

From Eq.~\eqref{eq:law}, $P=c/n-2c\xi/n^2+O(n^{-3})$. Between neighbouring long chains $P$ changes by $-c/n^2+O(n^{-3})$, so it eventually falls. This establishes the underestimate. To leading order,
\begin{equation}
A-\Delta\approx\frac{c(1/n_2-1/n_1)}{n_2-n_1}=-\frac{c}{n_1n_2}.
\end{equation}

A least-squares fit obeys the same rule. With $x_i=1/n_i$ and gaps $y_i$, the line through points $i$ and $j$ has intercept $A_{ij}=(x_iy_j-x_jy_i)/(x_i-x_j)$. For $M$ points, the normal equations give the fitted intercept
\begin{equation}
A=\frac{\sum_i x_i^2\sum_j y_j-\sum_i x_i\sum_j x_jy_j}
{M\sum_i x_i^2-(\sum_i x_i)^2}
=\frac{\sum_{i<j}(x_i-x_j)^2A_{ij}}{\sum_{i<j}(x_i-x_j)^2}.
\end{equation}
The second form follows by multiplying out: its denominator is $\frac12\sum_{ij}(x_i^2+x_j^2-2x_ix_j)$, and its numerator is $\frac12\sum_{ij}(x_i-x_j)(x_iy_j-x_jy_i)$. Thus $A$ is an average of the pair intercepts with positive weights. If $P$ falls throughout the window, every pair is too low, and so is the fit.

\subsection*{Why your points look straight}

Here are your data, in hartree:
\begin{center}
\begin{tabular}{ccc}
$n$ & $G(n)$ & $P(n)$\\
4 & 0.0892 & 0.1969\\
5 & 0.0786 & 0.1931\\
6 & 0.0713 & 0.1881\\
7 & 0.0661 & 0.1825\\
8 & 0.0621 & 0.1767
\end{tabular}
\end{center}
For the outer pair, Eq.~\eqref{eq:error} gives
\begin{equation}
A-\Delta=\frac{0.1767-0.1969}{8-4}=-0.0050\ \text{hartree},
\end{equation}
close to the error $-0.0049$ hartree of the five-point fit.

The high $R^2$ has a simple origin. Suppose $P$ were a linear function of $n$, $P=S+\beta n$. Then $G=\Delta+P/n=(\Delta+\beta)+S/n$, a perfect straight line in $1/n$ with its intercept wrong by $\beta$. Your $P$ is close to this case: its successive changes are $-0.0037$, $-0.0050$, $-0.0056$ and $-0.0058$ hartree. $R^2$ measures straightness inside the window and cannot detect $\beta$.

Those four changes are also the intercept errors of neighbouring pairs. The corresponding intercepts are 0.0363, 0.0350, 0.0344 and 0.0342 hartree. They move away from the true limit and appear to settle. The apparent settling is a minimum: the pair $n=7,8$ is the lowest, and from there the intercepts climb slowly towards 0.0400 hartree, reaching 0.0367 for $n=20,21$ and 0.0386 for $n=40,41$. A local intercept that has stopped changing is therefore not evidence of convergence.

\subsection*{Would $1/n^2$ be better?}

Repeating the two-point calculation with $1/n^2$ as the variable replaces $n$ by $n^2$ as the multiplier:
\begin{equation}
A_2-\Delta=\frac{Q(n_2)-Q(n_1)}{n_2^2-n_1^2},
\qquad Q(n)=n^2[G(n)-\Delta].
\end{equation}
For long chains $Q=c-2c\xi/n+O(n^{-2})$. The corrections form a power series in $1/n$, so the second term controls the change of $Q$ between long neighbouring chains, and $Q$ rises. This fit therefore overestimates the limit there. In your chain $Q$ also rises at every step from $n=1$ to $n=200$, as the numerical check confirms. All integer lengths in each window were used for these fits:
\begin{center}
\begin{tabular}{ccc}
window & $1/n$ intercept & $1/n^2$ intercept\\
$4$--$8$ & 0.0351 ($-12\%$) & 0.0545 ($+36\%$)\\
$16$--$32$ & 0.0370 ($-7\%$) & 0.0410 ($+3\%$)
\end{tabular}
\end{center}
Intercepts are in hartree, and errors are relative to $\Delta$. In eV, the short-window intercepts are 0.95 and 1.48, against the limit of 1.09.

The short-window result is poor because your chains are too short for both steps that lead to a pure $c/n^2$ law: dropping the offset $\xi=5$, and treating the band as parabolic, which needs $n+\xi\gg\pi\sqrt{t_1t_2}/d\approx14$. Either effect alone spoils the fit. Over $n=4$ to 8, model gaps $\Delta+c/(n+\xi)^2$ give a $1/n^2$ intercept of 0.057 hartree, and model gaps from the unexpanded Eq.~\eqref{eq:band} with $q=\pi/n$, without offset, give 0.062 hartree. At $n=8$, the bare term $c/n^2=3.95/64=0.062$ hartree is far above the actual excess $G-\Delta=0.022$ hartree. Including the offset gives $3.95/13^2=0.023$ hartree. This closeness should not be read as Eq.~\eqref{eq:law} being accurate at $n=8$: with $q=\pi/13$ the quantity $t_1t_2q^2/d^2\approx1.2$ is not small, and two neglected corrections partly cancel. The true root, $q=0.266$, exceeds $\pi/13=0.242$, while expanding the square root overstates the excess; $q=\pi/13$ in the unexpanded Eq.~\eqref{eq:band} gives 0.019 hartree. Replacing $n+\xi$ by $n$ is justified when $n\gg\xi$, which your oligomers do not satisfy. A correct limiting power does not make a fit reliable before its regime is reached.

\subsection*{When the line overestimates}

Consider first equal hoppings, $t_1=t_2$, for which $\Delta=0$. The smallest root of Eq.~\eqref{eq:quant} then satisfies $(n+1)q=\pi-nq$, so $q=\pi/(2n+1)$. Equation~\eqref{eq:band} gives
\begin{equation}
G=4t_1\sin\alpha,\quad \alpha=\frac{\pi}{4n+2},
\qquad
P=\pi t_1\left[1-\frac1{2n}+O(n^{-2})\right].
\end{equation}
Here the gap really does vanish as $1/n$, but $P$ rises at large $n$, and the fitted intercept is too high.

Now weaken the bonds between double bonds by a small $d$. Number the sites $s=1,\dots,2n$. The unperturbed level just above the gap has amplitudes $c_s=\sqrt{2/(2n+1)}\,\sin(s\kappa)$ with $\kappa=\pi/2-\alpha$. First-order perturbation theory shifts it by $\delta E=-2d\sum_{j=1}^{n-1}c_{2j}c_{2j+1}$. The product formula for sines, with $\cos\kappa=\sin\alpha$ and $\cos((4j+1)\kappa)=\sin((4j+1)\alpha)$, gives
\begin{equation}
\sum_{j=1}^{n-1}c_{2j}c_{2j+1}
=\frac{(n-1)\sin\alpha-\sum_{j=1}^{n-1}\sin((4j+1)\alpha)}{2n+1}.
\end{equation}
The first term is $O(1/n)$. In the second, the angles run from near 0 to near $\pi$ in steps of $4\alpha$, so the sum is approximately $(1/4\alpha)\int_0^\pi\sin\theta\,d\theta=1/(2\alpha)=(2n+1)/\pi$. The whole expression tends to $-1/\pi$. Thus $\delta E\approx2d/\pi$, and the gap increases by $4d/\pi$, while $\Delta$ increases by $2d$. With $d=t_1/\xi$,
\begin{equation}
P\approx2t_1\left[\frac{\pi}{2}-\frac{\pi}{4n}
-\left(1-\frac2\pi\right)\frac n\xi\right],
\qquad 1\ll n\ll\xi .
\end{equation}
The second term makes $P$ rise with $n$, and the third makes it fall. Setting the derivative to zero gives $\pi/(4n^2)=(1-2/\pi)/\xi$, so the maximum is near
\begin{equation}
n_*=\frac{\pi}{2}\sqrt{\frac{\xi}{\pi-2}} .
\end{equation}
Within the range $1\ll n\ll\xi$, a window well below $n_*$ overestimates the limit and one above it underestimates, as do windows with $n\gg\xi$; the range $n\sim\xi$ is not covered by either expansion and is checked numerically below only for your chain. A window that straddles $n_*$ can do either.

For $t_2=0.098$ hartree, $\xi=50$ and $n_*=10.4$; diagonalization puts the maximum at $n=10$. Fitting $n=2$ to 6 gives an intercept of 0.0147 hartree, although $\Delta=0.0040$ hartree. The fit has $R^2=0.998$ and is too high by a factor of about 3.7. In your chain the maximum is at $n=3$, and the check finds $P$ falling at every step from there to $n=200$. Your window is therefore on the underestimating side.

\subsection*{What to use instead}

In this model, calculate the infinite gap from the Bloch band; no extrapolation is needed. If you want to study the oligomer limit itself, use lengths well beyond $\xi$ and compare fits in $1/n$ and $1/n^2$. In the long-chain regime derived above they approach $\Delta$ from opposite sides, so their separation shows how much the extrapolation still depends on the assumed form.

These results concern orbital gaps at fixed hoppings. The model omits electron interaction, the binding of an excited electron to its hole, and changes of geometry with chain length. The numerical limits and error signs found here should not be transferred to measured optical gaps without treating those effects.

\section*{Computed results}
\begin{verbatim}
Strong hopping t1 = 0.100 hartree
Weak hopping t2 = 0.080 hartree
Infinite-chain gap Delta = 0.04000 hartree = 1.0885 eV
Length offset xi = 5.000 double bonds
Coefficient c = 3.94784 hartree
Coefficient from n=2000 diagonalization = 3.94779 hartree
Remainder ratio, n=1000 to 2000 = 15.747
Long-chain deficit / leading formula = 0.9850
n=1: gap=0.200000 hartree, P=0.160000 hartree
n=2: gap=0.135407 hartree, P=0.190813 hartree
n=3: gap=0.105868 hartree, P=0.197605 hartree
n=4: gap=0.089218 hartree, P=0.196871 hartree
n=5: gap=0.078627 hartree, P=0.193134 hartree
n=6: gap=0.071349 hartree, P=0.188092 hartree
n=7: gap=0.066072 hartree, P=0.182503 hartree
n=8: gap=0.062093 hartree, P=0.176742 hartree
n=16: gap=0.048520 hartree, P=0.136327 hartree
n=32: gap=0.042815 hartree, P=0.090066 hartree
Example: P peaks at n=3; estimate=3.29
Fit window n=4 to 8, all integers:
  1/n intercept=0.035079 hartree = 0.9545 eV
  1/n error=-12.30 percent, R^2=0.999877
  1/n^2 intercept=0.054493 hartree = 1.4828 eV
  1/n^2 error=+36.23 percent, R^2=0.988468
Fit window n=16 to 32, all integers:
  1/n intercept=0.037025 hartree = 1.0075 eV
  1/n error=-7.44 percent, R^2=0.998575
  1/n^2 intercept=0.041037 hartree = 1.1167 eV
  1/n^2 error=+2.59 percent, R^2=0.996851
Weakly dimerized chain: t2 = 0.098 hartree
  xi=50.00 double bonds, Delta=0.004000 hartree
  P peaks at n=10; estimate=10.40
  n=2: gap=0.124720 hartree, P=0.241439 hartree
  n=3: gap=0.090572 hartree, P=0.259717 hartree
  n=4: gap=0.071266 hartree, P=0.269063 hartree
  n=5: gap=0.058884 hartree, P=0.274421 hartree
  n=6: gap=0.050277 hartree, P=0.277664 hartree
  1/n fit, n=2 to 6: intercept=0.014651 hartree
  Intercept minus Delta=+0.010651 hartree, R^2=0.997825
For xi=10000: P peaks at n=147; estimate=147.02
Weak end bonds, n=40: gap=9.570e-06 hartree
\end{verbatim}
